# Why zero-point energy is not half the sum of the fundamentals: a numerical check

```python
"""Zero-point energy of water versus half the sum of its fundamentals.

Result under test (second-order vibrational perturbation theory, VPT2):
    Z = H + chi0 + (D + O)/4,     F = H + D + O/2,
H = half the sum of harmonic wavenumbers omega, F = half the sum of
fundamentals nu, Z = zero-point energy, D = sum of x_ii, O = sum of x_ij (i<j),
x = anharmonic constants, chi0 = constant term of the level formula.
For water F < Z < H, so scale factors for Z and for fundamentals differ.
Surface: frozen-core MP2/cc-pVDZ energies fitted by a quartic polynomial.
Internal units are atomic units; spectroscopic quantities are in cm^-1.
Mode order: symmetric stretch, bend, antisymmetric stretch.
"""
from itertools import permutations, product
from math import factorial
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from pyscf import gto, lib, mp, scf

lib.num_threads(1)
CM = sc.value("hartree-inverse meter relationship") / 100
BOHR = sc.value("Bohr radius") * 1e10
AMU = sc.atomic_mass / sc.m_e
KJ = sc.h * sc.c * 100 * sc.N_A / 1000
MASS_H, MASS_O = 1.007825, 15.994915          # isotopic masses in u
m_h, m_o = MASS_H * AMU, MASS_O * AMU

# ---------- electronic energies and fitted potential surface ----------
R_REF, C_REF, MORSE = 0.97 / BOHR, np.cos(np.radians(102.0)), 2.2 * BOHR
POWERS = [(i, j, k) for i in range(5) for j in range(i + 1)
          for k in range(5) if i + j + k <= 4]


def mp2_energy(r1, r2, angle, guess=None):
    atoms = [["O", (0.0, 0.0, 0.0)], ["H", (r1, 0.0, 0.0)],
             ["H", (r2 * np.cos(angle), r2 * np.sin(angle), 0.0)]]
    mol = gto.M(atom=atoms, basis="cc-pvdz", unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel(dm0=guess)
    assert mf.converged
    correlation = mp.MP2(mf, frozen=1).kernel()[0]
    return mf.e_tot + correlation, np.array(mf.make_rdm1())


def features(r1, r2, cosine):
    y1 = 1 - np.exp(-MORSE * (r1 - R_REF))
    y2 = 1 - np.exp(-MORSE * (r2 - R_REF))
    t = cosine - C_REF
    return np.stack([(y1**i * y2**j + y1**j * y2**i) * t**k
                     for i, j, k in POWERS], axis=-1)


lengths = np.array([0.83, 0.90, 0.97, 1.06, 1.18]) / BOHR
angles = np.radians([70.0, 86.0, 102.0, 119.0, 140.0])
samples, density = [], None
for k in range(5):
    for i in range(5):
        for j in range(i + 1):
            if abs(i - 2) + abs(j - 2) + abs(k - 2) <= 4:
                energy, density = mp2_energy(lengths[i], lengths[j],
                                             angles[k], density)
                samples.append((lengths[i], lengths[j],
                                np.cos(angles[k]), energy))
samples = np.array(samples)
e_ref = samples[:, 3].min()
relative = samples[:, 3] - e_ref
weight = 1 / (1 + relative / 0.03)
design = features(*samples[:, :3].T)
coefficients = np.linalg.lstsq(design * weight[:, None],
                               relative * weight, rcond=None)[0]
fit_rms = np.sqrt(np.mean((design @ coefficients - relative)**2)) * CM


def surface(r1, r2, cosine):
    return features(r1, r2, cosine) @ coefficients


held_out = []
for a, b, deg in [(0.93, 1.01, 96.0), (1.00, 1.10, 110.0), (0.90, 0.94, 108.0)]:
    th = np.radians(deg)
    direct, density = mp2_energy(a / BOHR, b / BOHR, th, density)
    fitted = surface(a / BOHR, b / BOHR, np.cos(th))
    held_out.append(abs(fitted - direct + e_ref) * CM)
assert fit_rms < 30 and max(held_out) < 40

# ---------- derivatives, equilibrium and normal modes ----------
NODES = np.arange(-4, 5)
TAYLOR = np.linalg.inv(np.vander(NODES.astype(float), 9, increasing=True))
STENCIL = np.array([factorial(k) * TAYLOR[k] for k in range(5)])


def derivative_table(func, step):
    """Table[a,b,c] = mixed derivative of orders a,b,c at the origin."""
    grid = np.meshgrid(*[step * NODES] * 3, indexing="ij")
    table = np.einsum("ai,bj,ck,ijk->abc", STENCIL, STENCIL, STENCIL,
                      func(*grid))
    return table / step**np.indices((5, 5, 5)).sum(axis=0)


def tensor(table, rank):
    out = np.zeros((3,) * rank)
    for idx in product(range(3), repeat=rank):
        out[idx] = table[tuple(idx.count(m) for m in range(3))]
    return out


equilibrium = np.array([R_REF, R_REF, C_REF])
for _ in range(10):
    x0 = equilibrium.copy()
    table = derivative_table(
        lambda a, b, c: surface(x0[0] + a, x0[1] + b, x0[2] + c), 0.02)
    gradient, force = tensor(table, 1), tensor(table, 2)
    equilibrium = x0 - np.linalg.solve(force, gradient)
assert np.max(np.abs(gradient)) < 1e-9
r_eq, cos_eq = equilibrium[0], equilibrium[2]
v_eq = surface(*equilibrium)
half = np.arccos(cos_eq) / 2
xyz = np.array([0, 0, r_eq * np.sin(half), r_eq * np.cos(half),
                -r_eq * np.sin(half), r_eq * np.cos(half)])


def internal(p):
    a, b = p[..., 2:4] - p[..., 0:2], p[..., 4:6] - p[..., 0:2]
    r1, r2 = np.sqrt((a * a).sum(-1)), np.sqrt((b * b).sum(-1))
    return r1, r2, (a * b).sum(-1) / (r1 * r2)


jacobian = np.zeros((3, 6))
for col in range(6):
    shifted = xyz.astype(complex)
    shifted[col] += 1e-20j
    jacobian[:, col] = np.imag(np.array(internal(shifted))) / 1e-20
masses = np.array([m_o, m_h, m_h])
root_mass = np.sqrt(np.repeat(masses, 2))
hessian = jacobian.T @ force @ jacobian / np.outer(root_mass, root_mass)
eigenvalues, eigenvectors = np.linalg.eigh(hessian)
select = [4, 3, 5]
omega_au, modes = np.sqrt(eigenvalues[select]), eigenvectors[:, select]
omega = omega_au * CM
to_cartesian = modes / np.sqrt(omega_au) / root_mass[:, None]


def surface_q(q1, q2, q3):
    q = np.stack([q1, q2, q3], axis=-1)
    return (surface(*internal(xyz + q @ to_cartesian.T)) - v_eq) * CM


field = derivative_table(surface_q, 0.15)
phi3, phi4 = tensor(field, 3), tensor(field, 4)
assert np.allclose(tensor(field, 2), np.diag(omega), atol=0.01)

position = xyz.reshape(3, 2)
position = position - masses @ position / masses.sum()
i_x, i_y = masses @ position[:, 1]**2, masses @ position[:, 0]**2
rotational = CM / (2 * np.array([i_x, i_y, i_x + i_y]))   # last: out of plane
lx, ly = modes[0::2], modes[1::2]
zeta = lx.T @ ly - ly.T @ lx


# ---------- VPT2: closed formulas and explicit sums over states ----------
def smallest_detuning(w):
    """Smallest cubic resonance denominator, 2w_i-w_j or w_i-w_j-w_k."""
    double = [abs(2 * w[i] - w[j]) for i in range(3) for j in range(3)
              if i != j]
    triple = [abs(2 * w[i] - w.sum()) for i in range(3)]
    return min(double + triple)


def vpt2(w, f3, f4, z, rot):
    def delta(a, b, c):
        return (a + b + c) * (a - b - c) * (b - a - c) * (c - a - b)
    x = np.zeros((3, 3))
    chi = -rot.sum() / 4
    for i in range(3):
        x[i, i] = f4[i, i, i, i] / 16 - sum(
            f3[i, i, k]**2 * (8 * w[i]**2 - 3 * w[k]**2)
            / (16 * w[k] * (4 * w[i]**2 - w[k]**2)) for k in range(3))
        chi += f4[i, i, i, i] / 64 - 7 * f3[i, i, i]**2 / (576 * w[i])
        for j in range(3):
            if j == i:
                continue
            chi += 3 * f3[i, i, j]**2 * w[j] / (64 * (4 * w[i]**2 - w[j]**2))
            x[i, j] = f4[i, i, j, j] / 4 + rot[2] * z[i, j]**2 * (
                w[i] / w[j] + w[j] / w[i])
            for k in range(3):
                x[i, j] -= f3[i, i, k] * f3[j, j, k] / (4 * w[k])
                x[i, j] -= (f3[i, j, k]**2 * w[k]
                            * (w[k]**2 - w[i]**2 - w[j]**2)
                            / (2 * delta(w[i], w[j], w[k])))
            if i < j:
                chi -= rot[2] * z[i, j]**2 / 2
    chi -= f3[0, 1, 2]**2 * np.prod(w) / (4 * delta(*w))
    return x, chi


def explicit_level(v, w, f3, f4, z, rot, size=6):
    """Second-order energy from oscillator matrices, no closed formula."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q, p = (lower + lower.T) / np.sqrt(2), 1j * (lower.T - lower) / np.sqrt(2)
    one = np.eye(size)

    def embed(op, mode):
        parts = [op if m == mode else one for m in range(3)]
        return np.kron(np.kron(parts[0], parts[1]), parts[2])
    qs, ps = [embed(q, m) for m in range(3)], [embed(p, m) for m in range(3)]
    here = np.ravel_multi_index(v, (size,) * 3)
    psi = np.zeros(size**3)
    psi[here] = 1
    qq = np.array([[qs[j] @ (qs[k] @ psi) for k in range(3)]
                   for j in range(3)])
    cubic = sum(qs[i] @ np.einsum("jk,jkn->n", f3[i], qq)
                for i in range(3)) / 6
    overlap = np.einsum("ijn,kln->ijkl", qq, qq)
    quartic = np.sum(f4 * overlap) / 24
    angular = sum(z[i, j] * np.sqrt(w[j] / w[i]) * (qs[i] @ (ps[j] @ psi))
                  for i in range(3) for j in range(3))
    zero_order = w @ (np.indices((size,) * 3).reshape(3, -1) + 0.5)
    gap = zero_order[here] - zero_order
    gap[here] = np.inf
    return (zero_order[here] + quartic + np.sum(cubic**2 / gap)
            + rot[2] * np.vdot(angular, angular).real - rot.sum() / 4)


def symmetric(t):
    perms = list(permutations(range(t.ndim)))
    return sum(np.transpose(t, s) for s in perms) / len(perms)


rng = np.random.default_rng(3)
z_random = rng.normal(size=(3, 3))
generic = (np.array([3011.3, 1127.9, 1741.7]),
           symmetric(rng.normal(size=(3,) * 3)) * 200,
           symmetric(rng.normal(size=(3,) * 4)) * 100,
           z_random - z_random.T, np.array([20.0, 12.0, 8.0]))
water = (omega, phi3, phi4, zeta, rotational)
for case in (water, generic):
    assert smallest_detuning(case[0]) > 100      # VPT2 needs no resonance
    x_case, chi_case = vpt2(*case)
    for v in product(range(2), repeat=3):
        n = np.array(v) + 0.5
        closed = chi_case + case[0] @ n + n @ np.triu(x_case) @ n
        assert abs(closed - explicit_level(v, *case)) < 1e-5

x, chi0 = vpt2(*water)
D, O = np.trace(x), np.sum(np.triu(x, 1))
H = omega.sum() / 2
Z = explicit_level((0, 0, 0), *water)
nu = np.array([explicit_level(tuple(row), *water) - Z
               for row in np.eye(3, dtype=int)])
F = nu.sum() / 2
off_diagonal = x.sum(axis=1) - np.diag(x)
assert np.allclose(nu, omega + 2 * np.diag(x) + off_diagonal / 2,
                   rtol=0, atol=1e-5)
assert abs(Z - H - chi0 - (D + O) / 4) < 1e-5
assert abs(F - H - D - O / 2) < 1e-5
assert abs(Z - (H + F) / 2 - chi0 + D / 4) < 1e-5
assert D < 0 and O < 0 and F < Z < H


# ---------- variational levels, exact J = 0 kinetic energy, Radau ----------
def contracted_grid(kinetic, potential, coordinate, count):
    vec = eigh(kinetic + np.diag(potential))[1][:, :count]
    points, rotation = np.linalg.eigh(vec.T @ (coordinate[:, None] * vec))
    basis = vec @ rotation
    return points, basis.T @ kinetic @ basis


def variational_levels(mass_factor, n_radial, n_angle):
    mass = mass_factor * m_h
    alpha = np.sqrt(m_o / (m_o + 2 * m_h))
    g = (1 / alpha - 1) / 2
    along, across = alpha * r_eq * np.cos(half), r_eq * np.sin(half)
    radau = np.hypot(along, across)
    cos_radau = (along**2 - across**2) / radau**2

    grid = np.linspace(radau - 0.75, radau + 1.7, 140)
    diff = np.subtract.outer(np.arange(140), np.arange(140))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2)
    kinetic = kinetic / (2 * mass * (grid[1] - grid[0])**2)
    morse = (force[0, 0] / (2 * MORSE**2)
             * (1 - np.exp(-MORSE * (grid - radau)))**2)
    radii, t_rad = contracted_grid(kinetic, morse, grid, n_radial)

    nodes, wts = np.polynomial.legendre.leggauss(100)
    ell = np.arange(100)
    u = (np.polynomial.legendre.legvander(nodes, 99)
         * np.sqrt(ell + 0.5) * np.sqrt(wts)[:, None])
    l_squared = (u * (ell * (ell + 1))) @ u.T
    bend = force[2, 2] * (nodes - cos_radau)**2 / 2
    cosines, t_ang = contracted_grid(l_squared / (mass * radau**2), bend,
                                     nodes, n_angle)
    l_small = t_ang * mass * radau**2

    a, b, c = np.meshgrid(radii, radii, cosines, indexing="ij")
    dot = a * b * c
    r1 = np.sqrt((1 + g)**2 * a**2 + g**2 * b**2 + 2 * g * (1 + g) * dot)
    r2 = np.sqrt(g**2 * a**2 + (1 + g)**2 * b**2 + 2 * g * (1 + g) * dot)
    inner = g * (1 + g) * (a**2 + b**2) + ((1 + g)**2 + g**2) * dot
    potential = surface(r1, r2, inner / (r1 * r2)) - v_eq
    assert potential.min() > -1e-8            # no spurious wells on the grid
    eye_r, eye_a = np.eye(n_radial), np.eye(n_angle)
    inverse = np.add.outer(1 / radii**2, 1 / radii**2).ravel() / (2 * mass)
    stretch = np.kron(t_rad, eye_r) + np.kron(eye_r, t_rad)
    ham = np.kron(stretch, eye_a) + np.kron(np.diag(inverse), l_small)
    ham[np.diag_indices_from(ham)] += potential.ravel()
    levels = eigh(ham, eigvals_only=True, subset_by_index=[0, 4]) * CM
    # level order: ground, bend, bend overtone, the two stretches
    return levels[0], levels[[3, 1, 4]] - levels[0]


z_small, nu_small = variational_levels(1, 10, 12)
z_var, nu_var = variational_levels(1, 12, 14)
convergence = max(abs(z_small - z_var), np.max(np.abs(nu_small - nu_var)))
assert convergence < 1.0
assert abs(z_var - Z) < 8 and np.max(np.abs(nu_var - nu)) < 25
f_var = nu_var.sum() / 2
assert f_var < z_var < H

# heavier nuclei: second-order shifts scale as 1/factor, the rest falls faster
FACTOR = 64
z_heavy, nu_heavy = variational_levels(FACTOR, 10, 12)
shift_z = (z_heavy - H / np.sqrt(FACTOR)) * FACTOR
shift_nu = (nu_heavy - omega / np.sqrt(FACTOR)) * FACTOR
assert abs(shift_z - (Z - H)) < 1.0
assert np.max(np.abs(shift_nu - (nu - omega))) < 4.0

# ---------- scale factors ----------
scale_z, scale_f = Z / H, F / H
scale_ls = omega @ nu / (omega @ omega)
assert scale_z > scale_f and scale_z > scale_ls
assert z_var / H > omega @ nu_var / (omega @ omega)
fraction = (H - Z) / (H - F)
error_f, error_ls = F - Z, scale_ls * H - Z
kt = sc.k * 298.15 / (sc.h * sc.c * 100)

# ---------- one-mode case in which Z is not between F and H ----------
w1, c3 = 1000.0, 100.0
c4 = 1.45 * c3**2 / w1
ladder = np.diag(np.sqrt(np.arange(1, 60)), 1)
q_one = (ladder + ladder.T) / np.sqrt(2)
q_cubed = q_one @ q_one @ q_one
h_one = (np.diag(w1 * (np.arange(60) + 0.5)) + c3 * q_cubed / 6
         + c4 * q_cubed @ q_one / 24)
e_one = np.linalg.eigvalsh((h_one + h_one.T) / 2)
dz_one, df_one = e_one[0] - w1 / 2, (e_one[1] - e_one[0]) / 2 - w1 / 2
dz_formula = c4 / 32 - 11 * c3**2 / (288 * w1)
df_formula = c4 / 16 - 5 * c3**2 / (48 * w1)
assert dz_one > 0 > df_one
assert abs(dz_one - dz_formula) < 0.03 and abs(df_one - df_formula) < 0.05

# ---------- output ----------
names = ["sym. stretch", "bend", "antisym. stretch"]
print(f"isotopic masses H, O: {MASS_H:.6f}, {MASS_O:.6f} u")
print(f"MP2 energies in fit: {len(samples)}; coefficients: {len(POWERS)}")
print(f"fit rms: {fit_rms:.2f} cm^-1; held-out max: {max(held_out):.2f} cm^-1")
print(f"equilibrium O-H length: {r_eq * BOHR:.4f} angstrom")
print(f"equilibrium angle: {np.degrees(2 * half):.2f} degrees")
print("rotational constants (x, y, normal): "
      + ", ".join(f"{b:.3f}" for b in rotational) + " cm^-1")
for i in range(3):
    print(f"{names[i]}: omega {omega[i]:.1f}, VPT2 nu {nu[i]:.1f}, "
          f"variational nu {nu_var[i]:.1f} cm^-1")
print(f"smallest cubic detuning: {smallest_detuning(omega):.1f} cm^-1")
for i in range(3):
    for j in range(i, 3):
        print(f"x_{i + 1}{j + 1}: {x[i, j]:.2f} cm^-1")
print(f"D = sum x_ii: {D:.2f} cm^-1")
print(f"O = sum x_ij, i<j: {O:.2f} cm^-1")
print(f"chi0: {chi0:.2f} cm^-1")
print(f"constant -sum(B)/4 inside chi0: {-rotational.sum() / 4:.2f} cm^-1")
print(f"H, half sum of omega: {H:.1f} cm^-1 = {H * KJ:.2f} kJ/mol")
print(f"Z, VPT2 zero-point energy: {Z:.1f} cm^-1 = {Z * KJ:.2f} kJ/mol")
print(f"F, half sum of VPT2 nu: {F:.1f} cm^-1 = {F * KJ:.2f} kJ/mol")
print(f"Z - H: {Z - H:.1f} cm^-1; F - H: {F - H:.1f} cm^-1")
print(f"Z - F: {Z - F:.1f} cm^-1; (H + F)/2: {(H + F) / 2:.1f} cm^-1")
print(f"fraction (H-Z)/(H-F): {fraction:.3f}")
print(f"variational Z: {z_var:.1f} cm^-1; variational F: {f_var:.1f} cm^-1")
print(f"variational basis change: {convergence:.3f} cm^-1")
print(f"masses x {FACTOR}: rescaled Z shift {shift_z:.2f}, "
      f"VPT2 {Z - H:.2f} cm^-1")
for i in range(3):
    print(f"masses x {FACTOR}, {names[i]}: rescaled shift {shift_nu[i]:.2f}, "
          f"VPT2 {nu[i] - omega[i]:.2f} cm^-1")
print(f"scale factor for Z: {scale_z:.4f}")
print(f"scale factor for fundamentals, F/H: {scale_f:.4f}")
print(f"scale factor for fundamentals, least squares: {scale_ls:.4f}")
print(f"error of F as Z: {error_f:.1f} cm^-1 = {error_f * KJ:.2f} kJ/mol")
print(f"error of least-squares factor used for Z: {error_ls:.1f} cm^-1 "
      f"= {error_ls * KJ:.2f} kJ/mol")
print(f"kT/hc at 298.15 K: {kt:.2f} cm^-1")
print(f"Boltzmann factor exp((Z-F)/kT): {np.exp((Z - F) / kt):.3f}")
print(f"one mode: omega {w1:.0f}, phi3 {c3:.0f}, phi4 {c4:.2f} cm^-1")
print(f"one mode Z-H: diagonalized {dz_one:.4f}, VPT2 {dz_formula:.4f} cm^-1")
print(f"one mode F-H: diagonalized {df_one:.4f}, VPT2 {df_formula:.4f} cm^-1")
print("all tests passed")
```

It prints:

```
isotopic masses H, O: 1.007825, 15.994915 u
MP2 energies in fit: 55; coefficients: 22
fit rms: 11.43 cm^-1; held-out max: 3.40 cm^-1
equilibrium O-H length: 0.9649 angstrom
equilibrium angle: 101.90 degrees
rotational constants (x, y, normal): 25.486, 14.895, 9.401 cm^-1
sym. stretch: omega 3847.1, VPT2 nu 3674.7, variational nu 3674.6 cm^-1
bend: omega 1672.4, VPT2 nu 1627.7, variational nu 1625.0 cm^-1
antisym. stretch: omega 3971.4, VPT2 nu 3788.5, variational nu 3788.2 cm^-1
smallest cubic detuning: 502.3 cm^-1
x_11: -42.18 cm^-1
x_12: -17.69 cm^-1
x_13: -158.38 cm^-1
x_22: -12.89 cm^-1
x_23: -20.06 cm^-1
x_33: -46.86 cm^-1
D = sum x_ii: -101.92 cm^-1
O = sum x_ij, i<j: -196.13 cm^-1
chi0: 3.78 cm^-1
constant -sum(B)/4 inside chi0: -12.45 cm^-1
H, half sum of omega: 4745.4 cm^-1 = 56.77 kJ/mol
Z, VPT2 zero-point energy: 4674.7 cm^-1 = 55.92 kJ/mol
F, half sum of VPT2 nu: 4545.5 cm^-1 = 54.38 kJ/mol
Z - H: -70.7 cm^-1; F - H: -200.0 cm^-1
Z - F: 129.3 cm^-1; (H + F)/2: 4645.4 cm^-1
fraction (H-Z)/(H-F): 0.354
variational Z: 4674.1 cm^-1; variational F: 4543.9 cm^-1
variational basis change: 0.016 cm^-1
masses x 64: rescaled Z shift -70.80, VPT2 -70.73 cm^-1
masses x 64, sym. stretch: rescaled shift -172.40, VPT2 -172.39 cm^-1
masses x 64, bend: rescaled shift -44.99, VPT2 -44.65 cm^-1
masses x 64, antisym. stretch: rescaled shift -182.97, VPT2 -182.93 cm^-1
scale factor for Z: 0.9851
scale factor for fundamentals, F/H: 0.9579
scale factor for fundamentals, least squares: 0.9561
error of F as Z: -129.3 cm^-1 = -1.55 kJ/mol
error of least-squares factor used for Z: -137.5 cm^-1 = -1.65 kJ/mol
kT/hc at 298.15 K: 207.22 cm^-1
Boltzmann factor exp((Z-F)/kT): 1.866
one mode: omega 1000, phi3 100, phi4 14.50 cm^-1
one mode Z-H: diagonalized 0.0727, VPT2 0.0712 cm^-1
one mode F-H: diagonalized -0.1272, VPT2 -0.1354 cm^-1
all tests passed
```
